# Double Passage Through a Curve Crossing: Interference and Optimal Speed: test program

```python
"""Double passage through a crossing of two diabatic states.

Result under test, in Hartree atomic units (hbar = 1):
    W = 4 P (1 - P) sin(Phi)**2,   P = exp(-2 pi V**2 / (dF v)),
    phase average 2 P (1 - P), largest (1/2) at v = 2 pi V**2 / (dF ln 2).
V: constant coupling; dF: difference of diabatic forces; v: crossing speed;
P: probability of keeping the diabatic state in one passage;
Phi: half the integrated adiabatic gap between crossings + Stokes phase.
The trajectory is prescribed: uniform deceleration, common to both states.
The reference side is direct propagation of the two-state equation.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import loggamma


def propagate(bias_at, coupling, start, stop, steps):
    """Propagator for H = bias/2 sigma_z + coupling sigma_x (midpoint steps)."""
    start, stop = np.asarray(start, float), np.asarray(stop, float)
    dt = (stop - start) / steps
    shape = np.broadcast(start, coupling, bias_at(start)).shape
    a = np.ones(shape, complex)
    b = np.zeros(shape, complex)
    for k in range(steps):
        half_bias = 0.5 * bias_at(start + (k + 0.5) * dt)
        freq = np.sqrt(half_bias**2 + coupling**2)
        sine = np.sin(freq * dt) / freq
        step_a = np.cos(freq * dt) - 1j * sine * half_bias
        step_b = -1j * sine * coupling
        a, b = (step_a * a - step_b * np.conj(b),
                step_a * b + step_b * np.conj(a))
    return np.moveaxis(np.array([[a, b], [-np.conj(b), np.conj(a)]]),
                       (0, 1), (-2, -1))


def adiabatic_vectors(bias, coupling):
    """Real eigenvectors, ordered by the diabatic state they resemble."""
    angle = 0.5 * np.arctan(2 * coupling / bias)
    c, s = np.cos(angle), np.sin(angle)
    return np.moveaxis(np.array([[c, -s], [s, c]]), (0, 1), (-2, -1))


def in_adiabatic_basis(U, bias_start, bias_stop, coupling):
    left = np.swapaxes(adiabatic_vectors(bias_stop, coupling), -1, -2)
    return left @ U @ adiabatic_vectors(bias_start, coupling)


def stokes_phase(delta):
    return (np.pi / 4 + delta * (np.log(delta) - 1)
            + np.imag(loggamma(1 - 1j * delta)))


# Contour-integral solution of the linear crossing, against propagation
def contour_state(t, coupling):
    """Sweep rate 1; contour above the origin, ends in decaying sectors."""
    u = np.linspace(-16, 16, 16001)
    direction = np.exp(1j * np.pi / 4)
    w = 1j + u * direction
    log_w = np.log(-1j * w) + 1j * np.pi / 2
    kernel = np.exp(0.5j * w**2 - 1j * coupling**2 * log_w - 1j * w * t)
    weight = direction * (u[1] - u[0])
    amplitudes = np.array([np.sum(coupling * kernel / w), np.sum(kernel)])
    return amplitudes * weight * np.exp(0.25j * t**2)


early, late = contour_state(-2.0, 0.5), contour_state(2.0, 0.5)
U_short = propagate(lambda t: -t, 0.5, -2.0, 2.0, 4000)
contour_error = np.max(np.abs(U_short @ early - late)) / np.linalg.norm(early)
assert contour_error < 1e-5

# Single linear crossing: survival probability and Stokes phase
deltas = np.array([0.02, 0.11, 0.30, 0.80])
couplings = np.sqrt(deltas)
T = 30.0
U_lin = propagate(lambda t: -t, couplings, -T, T, 20000)
U_lin = in_adiabatic_basis(U_lin, T, -T, couplings)
survival = np.abs(U_lin[:, 0, 0])**2
single_error = np.max(np.abs(survival - np.exp(-2 * np.pi * deltas)))
gap_phase = np.array([quad(lambda t: np.sqrt(t * t + 4 * c * c), 0, T)[0]
                      for c in couplings])
phase_found = np.angle(U_lin[:, 0, 0] * U_lin[:, 0, 1])
stokes_error = np.max(np.abs(np.sin(phase_found - gap_phase
                                    - stokes_phase(deltas))))
assert single_error < 1e-3
assert stokes_error < 3e-3

# Model for the double passage
V = 0.001
dF = 0.005
mass = 40000.0
force = 0.025
decel = force / mass
v_best = 2 * np.pi * V**2 / (dF * np.log(2))
nodes, weights = np.polynomial.legendre.leggauss(200)


def stay_probability(speed):
    return np.exp(-2 * np.pi * V**2 / (dF * speed))


def dynamical_phase(speed, g):
    """Half the adiabatic gap integrated between the two crossings."""
    top = np.asarray(dF * speed**2 / (2 * g))[..., None]
    gap = np.sqrt((top * (1 - nodes**2))**2 + 4 * V**2)
    return 0.5 * speed / g * np.sum(weights * gap, axis=-1)


def total_phase(speed, g):
    return dynamical_phase(speed, g) + stokes_phase(V**2 / (dF * speed))


def formula(speed, g):
    P = stay_probability(speed)
    return 4 * P * (1 - P) * np.sin(total_phase(speed, g))**2


def trajectory_propagator(speed, g, steps, stop_at_turn=False):
    def bias(t):
        return dF * (speed**2 / (2 * g) - 0.5 * g * t**2)
    start = -2 * speed / g
    stop = 0 * start if stop_at_turn else -start
    U = propagate(bias, V, start, stop, steps)
    return in_adiabatic_basis(U, bias(start), bias(stop), V)


def propagated(speed, g, steps=20000):
    return np.abs(trajectory_propagator(speed, g, steps)[..., 0, 1])**2


# Time-reversal argument: the half trajectory fixes the full one
trial = v_best * np.array([0.8, 1.0, 1.5, 2.0])
half = trajectory_propagator(trial, decel, 15000, stop_at_turn=True)
p_half = np.abs(half[:, 0, 0])**2
phase_half = np.angle(half[:, 0, 0] * half[:, 0, 1])
from_half = 4 * p_half * (1 - p_half) * np.sin(phase_half)**2
full = propagated(trial, decel, 30000)
half_error = np.max(np.abs(from_half - full))
assert half_error < 1e-6
assert np.max(np.abs(p_half - stay_probability(trial))) < 0.02

# Interference formula over a range of speeds
scan = v_best * np.linspace(0.8, 3.0, 120)
W_scan = propagated(scan, decel, 30000)
scan_error = np.max(np.abs(W_scan - formula(scan, decel)))
assert scan_error < 0.03

# Phase average at fixed speed: the stopping force shifts only the phase
log_ratio = np.linspace(-0.4, 0.4, 15)
stretch = np.linspace(1, 3, 1000)
speeds, decels = [], []
for speed in v_best * np.exp(log_ratio):
    phases = dynamical_phase(speed, decel / stretch)
    wanted = phases[0] + 2 * np.pi * np.arange(16) / 16
    decels.append(decel / np.interp(wanted, phases, stretch))
    speeds.append(np.full(16, speed))
speeds, decels = np.array(speeds), np.array(decels)
mean_W = propagated(speeds, decels, 15000).mean(axis=1)
P_avg = stay_probability(speeds[:, 0])
mean_error = np.max(np.abs(mean_W - 2 * P_avg * (1 - P_avg)))
assert mean_error < 0.01
fit = np.polyfit(log_ratio, mean_W, 4)
fine = np.linspace(-0.35, 0.35, 7001)
curve = np.polyval(fit, fine)
v_found = v_best * np.exp(fine[np.argmax(curve)])
assert abs(v_found / v_best - 1) < 0.04
assert abs(curve.max() - 0.5) < 0.01

# Destructive and constructive interference at the optimal speed
phase_0 = float(total_phase(v_best, decel))
dark_phase = np.pi * np.ceil(phase_0 / np.pi)
tuned = []
for target in (dark_phase, dark_phase + np.pi / 2):
    h = brentq(lambda x: float(total_phase(v_best, decel / x)) - target,
               0.99, 3.0)
    tuned.append(decel / h)
W_tuned = propagated(np.full(2, v_best), np.array(tuned))
assert W_tuned[0] < 0.01 and W_tuned[1] > 0.98

hartree_eV = physical_constants["Hartree energy in eV"][0]
velocity_SI = physical_constants["atomic unit of velocity"][0]
kinetic = 0.5 * mass * v_best**2
depth = v_best**2 / (2 * decel)
print(f"coupling V: {V:.4f} hartree")
print(f"force difference dF: {dF:.4f} hartree/bohr")
print(f"reduced mass: {mass:.0f} electron masses")
print(f"common stopping force: {force:.4f} hartree/bohr")
print(f"optimal speed v*: {v_best:.6f} a.u. = {velocity_SI*v_best:.0f} m/s")
print(f"kinetic energy at crossing: {kinetic:.5f} hartree"
      f" = {hartree_eV*kinetic:.3f} eV")
print(f"depth beyond crossing at v*: {depth:.3f} bohr")
print(f"time between crossings at v*: {2*v_best/decel:.0f} a.u.")
print(f"diabatic gap at turning point: {dF*depth:.5f} hartree")
print(f"delta = V^2/(dF v*): {V**2/(dF*v_best):.5f} (no unit)")
print(f"dynamical phase at v*: {float(dynamical_phase(v_best, decel)):.4f} rad")
print(f"Stokes phase at v*: {stokes_phase(V**2/(dF*v_best)):.4f} rad")
print(f"total phase at v*: {phase_0:.4f} rad")
print(f"W at v*, formula: {float(formula(v_best, decel)):.4f}")
print(f"W at v*, propagated: {full[1]:.4f}")
print(f"P at v*, half trajectory propagated: {p_half[1]:.4f}")
for name, g, W in zip(("destructive", "constructive"), tuned, W_tuned):
    print(f"{name}: stopping force {mass*g:.6f} hartree/bohr,"
          f" phase {float(total_phase(v_best, g)):.4f} rad,"
          f" propagated W {W:.5f}")
print("speed/v*, P, phase average 2P(1-P) (no units):")
for ratio in (0.25, 0.5, 1.0, 2.0, 4.0):
    P = stay_probability(ratio * v_best)
    print(f"  {ratio:.2f}  {P:.4f}  {2*P*(1-P):.4f}")
print(f"largest propagated phase average: {curve.max():.4f}")
print(f"its speed: {v_found:.6f} a.u., ratio to v*: {v_found/v_best:.4f}")
best = np.argmax(W_scan)
print(f"largest W in speed scan at fixed force: {W_scan[best]:.4f}"
      f" at speed/v* = {scan[best]/v_best:.3f}")
print(f"contour solution, relative error: {contour_error:.1e}")
print(f"single-passage P, largest error: {single_error:.1e}")
print(f"Stokes phase, largest error: {stokes_error:.1e} rad")
print(f"half-to-full relation, largest error: {half_error:.1e}")
print(f"W formula, largest error for 0.8 to 3 v*: {scan_error:.4f}")
print(f"phase average, largest error: {mean_error:.4f}")
print("finished without a failed check")
```

Printed output:

```
coupling V: 0.0010 hartree
force difference dF: 0.0050 hartree/bohr
reduced mass: 40000 electron masses
common stopping force: 0.0250 hartree/bohr
optimal speed v*: 0.001813 a.u. = 3966 m/s
kinetic energy at crossing: 0.06574 hartree = 1.789 eV
depth beyond crossing at v*: 2.629 bohr
time between crossings at v*: 5801 a.u.
diabatic gap at turning point: 0.01315 hartree
delta = V^2/(dF v*): 0.11032 (no unit)
dynamical phase at v*: 26.3961 rad
Stokes phase at v*: 0.4950 rad
total phase at v*: 26.8912 rad
W at v*, formula: 0.9652
W at v*, propagated: 0.9619
P at v*, half trajectory propagated: 0.5011
destructive: stopping force 0.024349 hartree/bohr, phase 28.2743 rad, propagated W 0.00008
constructive: stopping force 0.023668 hartree/bohr, phase 29.8451 rad, propagated W 0.99993
speed/v*, P, phase average 2P(1-P) (no units):
  0.25  0.0625  0.1172
  0.50  0.2500  0.3750
  1.00  0.5000  0.5000
  2.00  0.7071  0.4142
  4.00  0.8409  0.2676
largest propagated phase average: 0.4998
its speed: 0.001815 a.u., ratio to v*: 1.0010
largest W in speed scan at fixed force: 0.9611 at speed/v* = 0.855
contour solution, relative error: 8.1e-08
single-passage P, largest error: 1.8e-05
Stokes phase, largest error: 1.8e-05 rad
half-to-full relation, largest error: 1.8e-14
W formula, largest error for 0.8 to 3 v*: 0.0137
phase average, largest error: 0.0012
finished without a failed check
```
